# Energy of a Charged Sheet in a Periodic Cell with Neutralising Background

Electronic-structure calculations of an electrode in contact with a liquid can use a slab repeated periodically along its normal. If the slab carries net charge, the cell must be neutralised, and the simplest way is to add a uniform background of opposite charge. This problem asks what that background does to the energy.

The slab is first replaced by a plane sheet of zero thickness with uniform charge $\sigma$ per area. Sheets lie at $z=0,\pm L,\pm2L,\dots$, and a rigid background of charge density $-\sigma/L$ fills all space. The permittivity is $\varepsilon_0$ everywhere. The electrostatic potential has period $L$, so the mean electric field over a cell is zero. The symbol $U$ denotes the electrostatic energy of one cell per area of sheet, background included. SI formulas are used because the example is set in laboratory units; atomic units follow from $\varepsilon_0=1/4\pi$.

## (a) Find the electric field between two neighbouring sheets.

**Solution.** Nothing varies along the sheet, so the field points along $z$ and Gauss's law reads $dE/dz=\rho/\varepsilon_0$. For $0<z<L$ the only charge is the background, and

$$E(z)=E(0^+)-\frac{\sigma z}{\varepsilon_0L}.$$

Gauss's law leaves the constant $E(0^+)$ free. The periodic potential fixes it:

$$0=\int_0^L E\,dz=E(0^+)L-\frac{\sigma L}{2\varepsilon_0}
\quad\Rightarrow\quad E(0^+)=\frac{\sigma}{2\varepsilon_0}.$$

Therefore

$$E(z)=\frac{\sigma}{\varepsilon_0}\left(\frac12-\frac zL\right),\qquad 0<z<L.$$

At $z=L^-$ the field is $-\sigma/2\varepsilon_0$, and across the sheet it jumps by $\sigma/\varepsilon_0$, as it must. The field at the sheet does not depend on $L$. A longer cell stretches the same linear profile over a greater distance.

## (b) Find the energy per area and its dependence on $L$.

**Solution.** The field energy of one cell is $U=\frac{\varepsilon_0}{2}\int_0^LE^2dz$. With $u=\frac12-z/L$ and $dz=-L\,du$,

$$\int_0^L\left(\frac12-\frac zL\right)^2dz=L\int_{-1/2}^{1/2}u^2\,du=\frac{L}{12}.$$

Hence

$$U=\frac{\varepsilon_0}{2}\,\frac{\sigma^2}{\varepsilon_0^2}\,\frac{L}{12}=\boxed{\frac{\sigma^2L}{24\,\varepsilon_0}}.$$

In atomic units this is $\pi\sigma^2L/6$. The energy is linear in $L$ because the mean of $E^2$ is the same in every cell while the volume per area grows as $L$. It has no limit as $L\to\infty$, so enlarging the cell does not give a converged energy. An isolated charged sheet has no finite energy per area either, because its field $\sigma/2\varepsilon_0$ extends over all space. The sign of $\sigma$ does not matter.

## (c) Find the potential, and relate its value at the sheet to $U$.

**Solution.** Integrating $E=-d\phi/dz$ from the sheet gives

$$\phi(z)=\phi(0)-\frac{\sigma}{\varepsilon_0}\left(\frac z2-\frac{z^2}{2L}\right),\qquad 0\le z\le L.$$

We choose the zero of potential so that its cell average vanishes. The average of the bracket is $L/4-L/6=L/12$, so

$$\phi(0)=\frac{\sigma L}{12\varepsilon_0},\qquad
\phi(z)=\frac{\sigma}{\varepsilon_0}\left(\frac{L}{12}-\frac{|z|}{2}+\frac{z^2}{2L}\right),\quad |z|\le L,$$

where the absolute value extends the result to negative $z$ by symmetry. At mid-gap, $z=L/2$, the bracket is $L/12-L/4+L/8=-L/24$. The drop from sheet to mid-gap is therefore $\sigma L/8\varepsilon_0$.

The energy can also be written $\frac12\int\rho\phi\,dz$. The background contributes nothing, because the average of $\phi$ is zero. What remains is $\frac12\sigma\phi(0)=\sigma^2L/24\varepsilon_0$, in agreement with (b). Differentiating at fixed $L$ gives

$$\frac{dU}{d\sigma}=\frac{\sigma L}{12\varepsilon_0}=\phi(0).$$

This is the work per charge needed to add charge to the sheet and the compensating charge to the background. Energy levels of the sheet, measured from the average potential, thus also shift linearly with $L$.

## (d) Show that leaving out the zero wave vector in a reciprocal-space sum gives the same energy.

**Solution.** Let $G=2\pi n/L$ with integer $n$. The Fourier coefficients of the charge density are $\rho_G=\sigma/L$ for $G\ne0$, from the sheet alone. The background affects only $G=0$, where it cancels the sheet. Omitting that term is thus the same as adding the background and setting the average potential to zero. Poisson's equation gives $\phi_G=\rho_G/(\varepsilon_0G^2)$, so

$$U=\frac L2\sum_{G\ne0}\frac{|\rho_G|^2}{\varepsilon_0G^2}
=\frac{\sigma^2}{2\varepsilon_0L}\sum_{G\neq0}\frac1{G^2}
=\frac{\sigma^2L}{4\pi^2\varepsilon_0}\sum_{n=1}^\infty\frac1{n^2}.$$

The last sum follows from Parseval's theorem for $f(u)=\frac12-u$ on $0<u<1$. Its average is zero, and for $n\ne0$ integration by parts gives the coefficient $1/(2\pi i n)$. Hence

$$\frac1{12}=\int_0^1f^2du=2\sum_{n=1}^\infty\frac{1}{4\pi^2n^2}
\quad\Rightarrow\quad\sum_{n=1}^\infty\frac1{n^2}=\frac{\pi^2}{6}.$$

Insertion returns $U=\sigma^2L/24\varepsilon_0$.

## (e) Does the coefficient 1/24 survive for a single isolated cell?

Take one cell, $-L/2<z<L/2$, with its background and a sheet at $z=d$. There is no charge outside and no applied field.

**Solution.** A neutral stack of plane charges has no field outside it. Starting from zero at each end of the cell, Gauss's law gives

$$E=-\frac{\sigma}{\varepsilon_0L}\left(z+\frac L2\right)\ (z<d),\qquad
E=\frac{\sigma}{\varepsilon_0L}\left(\frac L2-z\right)\ (z>d).$$

The energy is

$$U=\frac{\sigma^2}{2\varepsilon_0L^2}\,\frac{(L/2+d)^3+(L/2-d)^3}{3}.$$

The odd powers of $d$ cancel, and the sum of cubes is $L^3/4+3Ld^2$. Thus

$$U=\frac{\sigma^2L}{24\varepsilon_0}+\frac{\sigma^2d^2}{2\varepsilon_0L}.$$

A centred sheet gives the periodic result. For fixed $d$ the extra term dies away as $1/L$. If the sheet stays at the cell face, $d=L/2$, the coefficient becomes $1/24+1/8=1/6$.

The cause is the mean field, which is $\bar E=-\sigma d/(\varepsilon_0L)$ here. Its energy $\frac12\varepsilon_0L\bar E^2$ is precisely the extra term. Zero mean field is therefore a real condition of the result in (b).

## (f) Give the charge a finite width. What changes if its profile is rigid?

Let the charge density be $\sigma f(z)$ with $\int f\,dz=1$, confined to a width less than $L$. The function $f$ may change sign, so it can include the neutral structure of a slab.

**Solution.** Divide the profile into thin sheets, each with its share of the background. By (c), a sheet of unit charge per area produces at distance $\Delta$ the potential $(L/12-|\Delta|/2+\Delta^2/2L)/\varepsilon_0$. Since the average potential is zero, the background again adds nothing to $\frac12\int\rho\phi\,dz$. With averages weighted by $f(z)f(z')$ and $\Delta=z-z'$,

$$U=\frac{\sigma^2}{2\varepsilon_0}\left[\frac L{12}-\frac{\langle|\Delta|\rangle}{2}+\frac{\langle\Delta^2\rangle}{2L}\right].$$

Let $s^2=\int z^2f\,dz-(\int zf\,dz)^2$. Expanding the square gives $\langle\Delta^2\rangle=2s^2$, so

$$U=\frac{\sigma^2}{24\varepsilon_0}\left[L-6\langle|\Delta|\rangle+\frac{12s^2}{L}\right].$$

The width adds a constant and a term in $1/L$. The leading growth is unchanged.

## (g) Now let the slab be an ideal metal of thickness $w$.

**Solution.** A metal rearranges its charge until the field inside is zero, so it also screens the background that passes through it. Only the gap, of width $D=L-w$, holds a field. Let $x$ be the distance from mid-gap. Gauss's law gives the slope $-\sigma/(\varepsilon_0L)$, and zero mean field makes $E$ vanish at mid-gap:

$$E=-\frac{\sigma x}{\varepsilon_0L},\qquad
U=\frac{\varepsilon_0}{2}\frac{\sigma^2}{\varepsilon_0^2L^2}\int_{-D/2}^{D/2}x^2dx
=\frac{\sigma^2D^3}{24\varepsilon_0L^2}.$$

The magnitude of the drop from metal to mid-gap is $|\sigma| D^2/(8\varepsilon_0L)$. The slope at fixed $\sigma$ and $w$ is

$$\frac{dU}{dL}=\frac{\sigma^2}{24\varepsilon_0}\left(\frac{3D^2}{L^2}-\frac{2D^3}{L^3}\right)
=\frac{\sigma^2}{24\varepsilon_0}\left(1-\frac{3w^2}{L^2}+\frac{2w^3}{L^3}\right),$$

where $D/L=1-w/L$ was inserted. The slope tends to that of the thin sheet, but the energy keeps an offset:

$$\frac{D^3}{L^2}=L-3w+\frac{3w^2}{L}-\frac{w^3}{L^2}.$$

Subtracting $\sigma^2L/24\varepsilon_0$ from the energy thus removes the divergence. It leaves the constant $-\sigma^2w/(8\varepsilon_0)$, which is the energy of a field $\sigma/2\varepsilon_0$ over the width $w$, now absent from the metal. The remaining terms come from the finite density of the background and vanish as $L$ grows.

If a uniform linear dielectric of relative permittivity $\varepsilon_r$ fills the gap, the displacement is fixed by the same free charge, including the background. The field is divided by $\varepsilon_r$, and so is the energy density $\frac12ED_z$, where $D_z$ is the displacement. Both $U$ and the potential drop are then divided by $\varepsilon_r$.

## (h) Replace the sheet by a square lattice of point charges.

Each charge is $q$, the spacing is $a$, and successive planes lie directly above one another. The mean sheet charge is $\sigma=q/a^2$. The infinite self-energy of each point charge is left out.

**Solution.** Expand the charge of a plane in waves along the plane, with wave vectors $\mathbf g$. The term $\mathbf g=0$ is the uniform sheet and gives the linear law. A term with $g\ne0$ has amplitude $\sigma$ and does not interact with the uniform background. Its potential obeys $\phi''-g^2\phi=-\sigma\delta(z)/\varepsilon_0$. The decaying solution $Ae^{-g|z|}$ has a jump $-2gA$ in slope, so $A=\sigma/(2\varepsilon_0g)$.

Within one plane these terms give a constant independent of $L$. Between planes they give, per point charge,

$$\frac q2\;2\sum_{m=1}^\infty\sum_{\mathbf g\ne0}\frac{\sigma e^{-gmL}}{2\varepsilon_0g}
=\frac{q^2}{2\varepsilon_0a^2}\sum_{m=1}^\infty\sum_{\mathbf g\neq0}\frac{e^{-gmL}}{g}.$$

The factor 2 counts planes above and below, and $\frac12$ prevents double counting. The smallest $g$ is $2\pi/a$, so this part falls as $e^{-2\pi L/a}$.

A three-dimensional Ewald sum tests this without using the sheet formula. For $q=a=1$ in atomic units, the energy per charge rises by 0.523599 between $L=3$ and $L=4$, equal to $\pi/6$ to the digits shown. The constant is $-1.950$, and the interlayer term is 0.0079 at $L=1$, already small beside the linear term of 0.524.

## (i) Apply the results to a charged copper cathode.

Take $\sigma=-4.0$ μC/cm², a slab thickness $w=1.0$ nm, and cells from 3 to 6 nm. The work function is roughly 4.5 eV. Find the energies and decide when the model fails.

**Solution.** In SI units $|\sigma|=0.040$ C/m², and the growth coefficient is

$$\frac{\sigma^2}{24\varepsilon_0}=\frac{(0.040)^2}{24\times8.854\times10^{-12}}\ \mathrm{J/m^3}
=0.0470\ \mathrm{eV/nm^3},$$

or 0.00753 J/m² for each nanometre of cell length. For the metal, $w$ is the distance between the two planes that carry its surface charge. In real copper these need not be the outer atomic planes, and moving each by 0.05 nm changes the metal energy at 4 nm by about 10 %. A larger omission is the inner potential. A real neutral slab has a positive potential $\phi_0(z)$ relative to the vacuum, and the background passing through it adds $-(\sigma/L)\int\phi_0\,dz$ to the energy. This term is linear in $\sigma$ and falls only as $1/L$; it is the kind of term that a sign-changing $f$ produces in (f), and the ideal metal of (g) lacks it. A self-consistent jellium slab 1 nm thick with $r_s=2.67$ bohr (local-density approximation) has $\int\phi_0\,dz\approx3.4$ V nm, which gives 0.21 eV/nm² at 4 nm, more than the metal-slab entry below. In that slab the energy of charging the cathode falls between 3 and 4 nm instead of rising. Superposed free copper atoms give an inner potential of about 23 V, or 1.4 eV/nm² at 4 nm; how much of this enters a calculation depends on how the cores are treated. The digits below therefore belong to the ideal model and correspond only to the part of the energy that is even in $\sigma$; for the jellium slab that part is 0.068 eV/nm² at 4 nm. At fixed charge and thickness the energies per area are:

| $L$ (nm) | Thin sheet (eV/nm²) | Metal slab (eV/nm²) |
|---|---|---|
| 3 | 0.141 | 0.042 |
| 4 | 0.188 | 0.079 |
| 5 | 0.235 | 0.120 |
| 6 | 0.282 | 0.163 |

At 4 nm the metal value is $0.188\times(3/4)^3=0.079$ eV/nm², less than half the thin-sheet value. Minimising the energy over the slab's charge profile at fixed total charge gives the same 0.079, which confirms the screening argument. The slope approaches its thin-sheet value faster than the energy does in relative terms: at 6 nm the slope is 0.926 of the thin-sheet slope, as $1-3/36+2/216$ predicts, while the energy is only $(5/6)^3=0.58$ of the thin-sheet energy.

A rigid profile lies between these cases here. For $f=12z^2(w-z)/w^4$ on $0<z<w$, the first two moments are $3w/5$ and $2w^2/5$, so $s^2=0.04$ nm². The accumulated charge fraction is $F=4(z/w)^3-3(z/w)^4$. A point lies between two randomly drawn positions with probability $2F(1-F)$, so $\langle|\Delta|\rangle=2\int_0^wF(1-F)dz=8w/35=0.229$ nm. At $L=4$ nm,

$$U=0.0470\,(4-1.371+0.120)=0.129\ \mathrm{eV/nm^2}.$$

**Electron spill.** For the thin sheet at 4 nm, the potential at the sheet is $-1.51$ V relative to the average, and mid-gap lies 2.26 V above the sheet. Electrons are therefore drawn towards mid-gap. If the gap is vacuum, the bottom of this well reaches the Fermi level of the metal when the drop equals the work function $W$ divided by $e$. With $b=8\varepsilon_0W/(e|\sigma|)=8.0$ nm, the condition is $(L-w)^2=bL$. The root with $L>w$ is

$$L=w+\frac b2+\sqrt{bw+\frac{b^2}{4}}=9.9\ \mathrm{nm}.$$

For $w=0$ it is 8.0 nm. Beyond about this length, electrons can leave the slab for the gap, and $\sigma$ is no longer the slab's charge. The estimate omits the electrons' attraction to the surface and their zero-point energy. The latter follows from the well $e|\sigma|x^2/(2\varepsilon_0L)$, which is harmonic with $\omega^2=e|\sigma|/(\varepsilon_0m_eL)$. At 6 nm, $\hbar\omega/2=0.12$ eV, small beside $W$; taken alone it delays the spill slightly. At 9.9 nm it is 0.09 eV, while the classical image attraction at mid-gap, $e^2\ln2/(4\pi\varepsilon_0D)=0.11$ eV, acts the other way, so the two nearly cancel.

**The real electrode.** A charge of a few μC/cm² is a plausible rough value for a metal in an aqueous electrolyte. The vacuum gap is the unrealistic part: the thin-sheet field of 22.6 MV/cm is unscreened. With bulk water, $\varepsilon_r\approx78$, the metal-slab energy at 4 nm falls from 0.079 to 0.0010 eV/nm², and the drop to mid-gap is 0.016 V. The thin-sheet field becomes 0.29 MV/cm, in which the energy of a water dipole (roughly $6\times10^{-30}$ C m) is 0.042 of the thermal energy at 298 K. By this rough measure the linear response is reasonable for bulk water. Water next to a metal can respond much more weakly, and the displacement is largest there. If, for illustration, the first 0.3 nm at each face had $\varepsilon_r=6$, the metal-slab energy at 4 nm would be 0.0070 eV/nm² and the drop 0.087 V. The bulk-water values are thus not predictions for a real interface.

A real electrolyte also breaks the assumption of a uniform background. Its ions gather near the electrode. If half the countercharge sits at a fixed distance $\ell$ from each face of the metal, each face carries $\sigma/2$ and the field vanishes beyond the countercharge. The energy is that of two capacitors, $2\times(\sigma/2)^2\ell/(2\varepsilon_0\varepsilon_r)=\sigma^2\ell/(4\varepsilon_0\varepsilon_r)$, with no growth in $L$. The linear term belongs to the chosen neutralisation, not to the electrode.

## Numbers as computed

```
Sheet charge, magnitude: 4.0 uC/cm^2
Same, in elementary charges: 0.2497 e/nm^2
Growth coefficient sigma^2/(24 eps0): 0.04699 eV/nm^3
Growth coefficient, converted: 0.00753 J/m^2 per nm
Growth coefficient from Poisson solver: 0.04700 eV/nm^3
L = 3 nm: thin sheet 0.1410, solver 0.1410, metal slab 0.0418 eV/nm^2
L = 4 nm: thin sheet 0.1880, solver 0.1880, metal slab 0.0793 eV/nm^2
L = 5 nm: thin sheet 0.2350, solver 0.2350, metal slab 0.1203 eV/nm^2
L = 6 nm: thin sheet 0.2820, solver 0.2820, metal slab 0.1632 eV/nm^2
Thin sheet, L = 4 nm, converted: 0.0301 J/m^2
Fourier sum, L = 4 nm: 0.1880 eV/nm^2
|Potential| at sheet, L = 4 nm: 1.506 V
|Drop| sheet to mid-gap, L = 4 nm: 2.259 V
|Field| at sheet: 22.59 MV/cm
Isolated cell, energy/(sigma^2 L/eps0), sheet offset 0, L/4, L/2: 0.04167, 0.07292, 0.16667
Rigid lopsided 1 nm profile, L = 4 nm: 0.1292 eV/nm^2
Its moment formula: 0.1292 eV/nm^2
Metal slab thickness: 1.0 nm
Metal slab by minimisation, L = 4 nm: 0.0793 eV/nm^2
Metal slab slope / thin-sheet slope at L = 6 nm: 0.926
Relative permittivity of water (rough input): 78
Metal slab in water, L = 4 nm: 0.00102 eV/nm^2
|Drop| to mid-gap in water, L = 4 nm: 0.0163 V
Water dipole (rough input): 6e-30 C m
Temperature: 298 K
|Field| at sheet in water: 0.290 MV/cm
Dipole energy / thermal energy in that field: 0.042
Work function (rough input): 4.5 eV
Spill length, thin sheet: 7.97 nm
Spill length, metal slab: 9.87 nm
Zero-point energy in mid-gap well, L = 6 nm: 0.120 eV
Ewald slope, q = a = 1: 0.523599 a.u.
pi/6: 0.523599 a.u.
Ewald constant term, q = a = 1: -1.95013 a.u.
Ewald interlayer term at L = a = 1: 0.00788 a.u.
```
